# Direct Minimization of the Finite-Basis OEP with a Fermi-Amaldi Reference

## What goes wrong

An optimized effective potential (OEP) is the local potential whose orbitals give the lowest value of an orbital-dependent energy. Suppose its electronic part is expanded in Gaussians alone. The Gaussians die out, so a distant electron feels the bare nuclear charge $Z$; in a neutral atom it should feel charge 1. Suppose also that the coefficients are optimized from energies alone. Each central-difference gradient with $M$ coefficients then costs $2M$ energy evaluations, and finding which combinations of coefficients hardly affect the energy needs a finite-difference Hessian, of order $M^2$ further evaluations.

A fixed reference potential cures the first fault. Analytic derivatives cure the second. A third danger remains: a potential basis too flexible for the finite orbital basis can return the Hartree-Fock energy, with a potential that is not unique.

## The function being minimized

Take an even number $N$ of electrons in doubly occupied real orbitals, in atomic units. Indices $i,j$ denote occupied orbitals and $a$ virtual ones. The orbitals are eigenfunctions, in a finite orbital basis, of

$$h_s(b)=h+v_0+\sum_{t=1}^{M}b_t g_t,\qquad h=-\tfrac12\nabla^2+v_{\rm ext},\qquad g_t=e^{-c_t r^2}.$$

For a molecule, the $g_t$ would sit on several centres; the derivation below does not use their form. The Fermi-Amaldi reference is

$$v_0(\mathbf r)=\frac{N-1}{N}\int\frac{\rho_0(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.$$

Here $\rho_0$ is a Hartree-Fock density that stays fixed during the minimization, so that $\partial h_s/\partial b_t=g_t$ with no further term.

Let $\gamma$ be the projector on the $N/2$ lowest orbitals and $P=2\gamma$. With $J[P]_{pq}=\sum_{rs}(pq|rs)P_{rs}$ and $K[P]_{pq}=\sum_{rs}(pr|qs)P_{rs}$, the exchange-only energy is

$$E=\mathrm{Tr}\,P\left(h+\tfrac12J[P]-\tfrac14K[P]\right),\qquad F=h+J[P]-\tfrac12K[P].$$

Nuclear repulsion would add a constant. The exchange potential is what remains of $h_s$ after $h$ and the Hartree potential $v_H$ of the current density are removed:

$$v_x=v_0+\sum_t b_tg_t-v_H[\rho].$$

Far outside the density, $v_0\to(N-1)/r$ and $v_H\to N/r$, so $v_x\to-1/r$.

For $N=2$ the reference already solves the problem. With one occupied orbital $\phi$, $K[P]\phi=J[P]\phi$, so $F\phi=(h+\tfrac12J)\phi$. At $b=0$ this equals $h_s\phi$, because $(N-1)/N=\tfrac12$. The Hartree-Fock orbital is therefore an eigenfunction of $h_s(0)$, and if it is the lowest one, the minimum is at $b=0$. For helium the program finds a largest gradient component of $4.5\times10^{-12}$ there; the gradient is dimensionless, since $E$ and the $b_t$ are both in hartree.

## The gradient

Change the potential by $\lambda g$, with $g=\sum_td_tg_t$, and write $\gamma=\gamma_0+\lambda\gamma_1+\lambda^2\gamma_2+\dots$ in the unperturbed orbitals. Two conditions determine $\gamma$: it commutes with $h_s+\lambda g$, and $\gamma^2=\gamma$. A nonzero gap between occupied and virtual levels is assumed.

At first order, $\gamma_0\gamma_1+\gamma_1\gamma_0=\gamma_1$. Its occupied-occupied block reads $2\gamma_1=\gamma_1$ and its virtual-virtual block reads $0=\gamma_1$, so both blocks vanish. The commutator condition is $[h_s,\gamma_1]+[g,\gamma_0]=0$, whose $ai$ element is

$$(\varepsilon_a-\varepsilon_i)(\gamma_1)_{ai}+g_{ai}=0
\quad\Rightarrow\quad
(\gamma_1)_{ai}=X_{ai}\equiv\frac{g_{ai}}{\varepsilon_i-\varepsilon_a}.$$

Since $J$ and $K$ are linear in $P$ and symmetric, the first variation of $E$ is $\mathrm{Tr}\,F\,dP=2\,\mathrm{Tr}\,F\,d\gamma$. The $ai$ and $ia$ blocks contribute equally, which gives another factor 2:

$$\boxed{G_t=\frac{\partial E}{\partial b_t}=4\sum_{ai}F_{ai}X^t_{ai}=4\sum_{ai}\frac{F_{ai}(g_t)_{ai}}{\varepsilon_i-\varepsilon_a}}$$

This is the exact derivative of the finite-basis energy. One factor 2 is spin, the other is the pair of blocks.

Because $(h_s)_{ai}=0$, $F$ may be replaced by $F-h_s=-\tfrac12K[P]-v_x$, the difference between nonlocal and local exchange. The condition $G_t=0$ then says that this difference, applied as a perturbation, causes no first-order density change visible to $g_t$. This is the OEP equation projected on the potential basis. It does not require each $F_{ai}$ to vanish.

## The full Hessian and its approximation

At second order, idempotency reads $\gamma_0\gamma_2+\gamma_2\gamma_0+\gamma_1^2=\gamma_2$. Its diagonal blocks, and the $ai$ element of $[h_s,\gamma_2]+[g,\gamma_1]=0$, give

$$(\gamma_2)_{oo}=-X^TX,\qquad(\gamma_2)_{vv}=XX^T,\qquad
(\gamma_2)_{ai}=\frac{(g_{vv}X-Xg_{oo})_{ai}}{\varepsilon_i-\varepsilon_a},$$

where $o$ and $v$ label the occupied and virtual blocks.

Let $P_1=2\gamma_1$ and $F_1=J[P_1]-\tfrac12K[P_1]$. The coefficient of $\lambda^2$ in the energy is

$$E_2=2\,\mathrm{Tr}\,F\gamma_2+\tfrac12\mathrm{Tr}\,P_1F_1.$$

The second trace gives $\tfrac12\cdot2\cdot2\sum X_{ai}(F_1)_{ai}$. Inserting the blocks of $\gamma_2$ in the first,

$$E_2=2\sum_{ai}X_{ai}\left[F_{vv}X-XF_{oo}+F_1\right]_{ai}
+4\sum_{ai}F_{ai}(\gamma_2)_{ai}.$$

A Taylor expansion has $E_2=\tfrac12\sum_{tu}d_tH_{tu}d_u$. Doubling $E_2$ and symmetrizing in $t,u$ gives

$$\begin{aligned}
H_{tu}={}&4\sum_{ai}X^t_{ai}\left[F_{vv}X^u-X^uF_{oo}+F_1^u\right]_{ai}\\
&+4\sum_{ai}\frac{F_{ai}}{\varepsilon_i-\varepsilon_a}
\left[g_{t,vv}X^u-X^ug_{t,oo}+g_{u,vv}X^t-X^tg_{u,oo}\right]_{ai}.
\end{aligned}$$

The approximation replaces $F_{vv}$ and $F_{oo}$ by the diagonal matrices of $\varepsilon_a$ and $\varepsilon_i$, and drops both the Coulomb-exchange response $F_1$ and the second line. What remains is $4\sum X^t_{ai}X^u_{ai}(\varepsilon_a-\varepsilon_i)$, or

$$\boxed{H^0_{tu}=4\sum_{ai}\frac{(g_t)_{ai}(g_u)_{ai}}{\varepsilon_a-\varepsilon_i}}$$

It needs no quantities beyond those in the gradient. It also has a direct meaning:

$$\frac{\partial}{\partial b_u}\int\rho\,g_t\,d\mathbf r=2\,\mathrm{Tr}\,g_t\gamma_1^u=4\sum_{ai}(g_t)_{ai}X^u_{ai}=-H^0_{tu}.$$

So $H^0$ is minus the noninteracting density response in the potential basis.

For any direction $d$, $d^TH^0d=4\sum_{ai}g_{ai}^2/(\varepsilon_a-\varepsilon_i)\ge0$. It vanishes when $g=\sum d_tg_t$ has no occupied-virtual elements, as for a constant. Such a direction can mix occupied orbitals among themselves, but it leaves $\gamma$, and with it the density and the energy, unchanged to first order.

The program tests $G$, $H$ and this response identity against finite differences at a point away from the minimum. The largest errors, relative to the largest element of each quantity, are $5\times10^{-6}$, $2\times10^{-6}$ and $3\times10^{-7}$.

## Algorithm

```
run Hartree-Fock; fix rho_0; build v0 and all matrices g_t
b = 0
repeat
    diagonalize h_s(b); build P, F, E
    form F_ai, (g_t)_ai, then G and H0
    diagonalize H0 = U w U^T
    keep columns k with w_k > cutoff * w_max
    p = - sum_k U_k (U_k . G) / w_k
    if -G.p < tolerance: stop
    s = 1
    while E(b + s p) > E(b) + 1e-4 s G.p + slack: s = s/2
    b = b + s p
```

In the kept space $-G\cdot p=\sum_k(U_k\cdot G)^2/w_k\ge0$, so $p$ is a descent direction whenever the kept part of $G$ is nonzero. This number is an energy, and half of it is the energy drop predicted by a quadratic model with Hessian $H^0$. When no direction is discarded it equals $G^T(H^0)^{-1}G$ and does not change if the $g_t$ are rescaled, which makes it a better stopping measure than $|G|$, whose components depend on that scaling. With an active cutoff, the set of kept directions, and with it this number, can still depend on the scaling. The slack, $10^{-11}$ hartree here, covers rounding in $E$. An implementation should also abandon the line search once $s$ is negligible.

For $n$ orbital functions, $n_o$ occupied and $n_v$ virtual orbitals:

- Diagonalization costs of order $n^3$, and a dense Fock build from stored integrals $n^4$.
- Transforming the $g_t$ to the occupied-virtual block costs of order $Mn^2n_o+Mnn_on_v$. Storing them takes $Mn^2$ numbers.
- Forming $H^0$ costs of order $M^2n_on_v$.
- The full Hessian needs $M$ further Coulomb-exchange builds, one for each $F_1^u$.

## Local convergence

Near a minimum $b^*$, let $e=b-b^*$, so that $G\approx He$. If no direction is discarded, a full step gives

$$e'=e-(H^0)^{-1}He.$$

The change of $H^0$ with $b$ does not enter at this order, because it multiplies $G$, which vanishes at $b^*$. Along a solution of $Hv=\lambda H^0v$, the error is multiplied by $1-\lambda$. Full steps converge locally if all $\lambda$ lie between 0 and 2. Convergence is linear, at a rate set by $H-H^0$, which contains both the dropped terms and the error of replacing $F_{vv}$ and $F_{oo}$ by orbital energies.

## Beryllium

The example is the beryllium atom without correlation or relativity. The orbital basis has 13 $s$ Gaussians with exponents from 0.030 to 1788 bohr$^{-2}$, and the potential basis has $M=7$. Only $s$ shells are occupied, and a spherical potential couples them only to $s$ virtuals, so no other angular functions are needed, provided the $2p$ level of $h_s$ stays above $2s$; at the minimum it lies at about $-0.167$ hartree, against $-0.2975$ for $2s$. There are $2\times11=22$ occupied-virtual pairs.

| Quantity | Energy (hartree) |
|---|---|
| Fermi-Amaldi start, $b=0$ | $-14.530905$ |
| OEP minimum | $-14.571766$ |
| Hartree-Fock, same basis | $-14.572514$ |

The minimum, $-396.518$ eV, lies 0.75 millihartree above Hartree-Fock. These digits belong to this pair of bases. With 26 $s$ Gaussians (exponents $0.015\times1.8^k$) the Hartree-Fock energy drops by 0.5 millihartree to $-14.573019$ hartree, the gap with the same 7 potential functions is 0.77 millihartree, and with 13 potential functions it falls to 0.59 millihartree. An optimizer given energies only finds the same minimum to $2\times10^{-11}$ hartree.

The first step reduces the energy error from 41 to 0.69 millihartree, and the run stops after 11 steps. At the minimum, $\lambda$ runs from 1.003 to 1.314. The slowest factor is thus $|1-1.314|=0.314$, which a test with an actual displaced step confirms. The energy error is quadratic in $e$, so it should shrink by $0.314^2\approx0.099$ per step. Between iterations 4 and 5 it falls from $1.50\times10^{-7}$ to $1.45\times10^{-8}$ hartree, a ratio of 0.097.

The coefficients are:

| $c_t$ (bohr$^{-2}$) | $b_t$ (hartree) |
|---|---|
| 0.08 | 0.0904 |
| 0.24 | $-0.1858$ |
| 0.72 | 1.0424 |
| 2.16 | $-1.2004$ |
| 6.48 | $-0.8939$ |
| 19.44 | 0.6776 |
| 58.32 | $-0.7168$ |

At $r=1$ bohr the first five Gaussian terms are $0.083-0.146+0.507-0.138-0.001=0.305$ hartree, and the last two are negligible. Since $v_x=-0.418$ hartree there, the reference minus the Hartree potential supplies $-0.418-0.305=-0.723$ hartree. At 2 bohr $v_x$ is $-0.392$ hartree, little above its value at 1 bohr. It is not monotonic in between: it passes through a local maximum of about $-0.37$ hartree near 1.3 bohr. At 8 bohr it is $-0.1244$ hartree, close to $-1/8$. The bump survives changes of basis, but its position and height do not: with other potential bases it lies at 1.0 to 1.1 bohr with a height between $-0.33$ and $-0.40$ hartree, and $v_x$ at 1 bohr moves by up to 0.09 hartree.

## Checking the potential as well as the energy

A scaling relation provides a check on the shape of $v_x$. At the unrestricted OEP minimum, $v_x=\delta E_x/\delta\rho$, where $E_x$ is the exchange energy of the Kohn-Sham determinant. Under $\rho_\gamma(\mathbf r)=\gamma^3\rho(\gamma\mathbf r)$, with $\gamma$ now a scale factor, all orbitals scale together and $E_x$ becomes $\gamma E_x$. At $\gamma=1$, $d\rho_\gamma/d\gamma=3\rho+\mathbf r\cdot\nabla\rho=\nabla\cdot(\mathbf r\rho)$. Integrating by parts,

$$E_x=\int v_x\nabla\cdot(\mathbf r\rho)\,d\mathbf r=-\int\rho\,\mathbf r\cdot\nabla v_x\,d\mathbf r.$$

In a finite basis this holds approximately. Here the orbitals give $-2.66524$ hartree and the integral $-2.66600$ hartree, a difference of 0.03% of $E_x$. The relation exposes gross errors (the mismatch is 36% at the Fermi-Amaldi start and 3% after one step), but it is a single condition and is blind to a constant shift. A 7-function set starting at $c=0.05$ bohr$^{-2}$ gives a lower energy and a larger mismatch, 0.14%, and potentials that differ by 0.09 hartree at 1 bohr both satisfy it within 0.03%.

Absolute orbital energies are less well controlled. A function that is nearly constant wherever the orbitals are appreciable has almost no occupied-virtual elements. It can move the levels together at almost no cost in energy. The OEP $2s$ level is $-0.2975$ hartree ($-8.095$ eV), while the expectation value of $F$ in the same orbital is $-0.3092$ hartree. The difference, 0.0117 hartree, is set by the potential basis. Adding a Gaussian with $c=0.005$ bohr$^{-2}$ and amplitude $-0.0117$ hartree lowers the $1s$ and $2s$ levels by 0.0117 and 0.0112 hartree and changes the energy by less than 0.001 millihartree. Across other potential and orbital bases the $2s$ level ranges from $-0.298$ to $-0.326$ hartree, while the expectation value of $F$ stays at $-0.3092$ hartree. If levels are wanted, their stability against changes of the potential basis must be checked separately.

## Failure modes

**Collapse to Hartree-Fock.** In Hartree-Fock orbitals, consider the $n_on_v$ linear equations

$$\sum_tb_t(g_t)_{ai}=-(h+v_0)_{ai}.$$

If they have a solution, $h_s(b)$ does not mix the Hartree-Fock occupied and virtual spaces. If the occupied levels are also the lowest, $E(b)=E_{\rm HF}$. No determinant of doubly occupied real orbitals in this basis can do better, assuming $E_{\rm HF}$ is the global minimum over such determinants. When $M$ exceeds the number of independent equations, a family of potentials gives this same energy, as long as the occupied levels remain the lowest.

A beryllium calculation with three orbital functions has 2 pairs and 7 potential functions. At $b=0$ its energy lies 18.5 millihartree above Hartree-Fock. At the minimum-norm solution of the linear equations above, found directly rather than by the iteration, the two energies agree within $10^{-13}$ hartree. This agreement signals an unbalanced basis; it does not show that a local potential reproduces Hartree-Fock in general.

**Near-singular $H^0$.** With the 7 functions, the condition number of $H^0$ at the minimum is $4.4\times10^4$. Halving the logarithmic spacing of the exponents gives 13 functions, and at $b=0$ the ratio of smallest to largest eigenvalue drops to $6\times10^{-14}$, near rounding level. The cutoff then becomes part of the result:

| Cutoff | Directions kept | $E-E_{\rm HF}$ (millihartree) | Largest $\lvert b_t\rvert$ (hartree) |
|---|---|---|---|
| $10^{-4}$ | 6 | 0.833 | 0.65 |
| $10^{-7}$ | 9 | 0.572 | 2.06 |

The second energy is 0.18 millihartree below the 7-function minimum, so that minimum is not converged with respect to the potential basis at this level. These two runs alone do not show how much of the lowering is better resolution of the potential and how much is a first move towards collapse. The test is to enlarge the orbital basis at fixed potential basis and see whether the lowering persists. With 26 orbital functions, $E-E_{\rm HF}$ is 0.767 millihartree for the 7 functions and 0.597 for the 13 at cutoff $10^{-7}$ (11 directions kept). The lowering persists, so here it is mostly better resolution. With a cutoff, the stopping test says nothing about the gradient in the discarded directions.

**Small gaps and level crossings.** As $\varepsilon_a-\varepsilon_i\to0$, the denominators vanish, and the terms of $G$, $H$ and $H^0$ diverge unless the matching elements vanish too. If an occupied and a virtual level cross, the chosen determinant changes abruptly and $E(b)$ can jump. The line search may reject such a step, but the derivatives above do not describe the crossing.

**Local minima.** $E(b)$ is not convex. In a finite orbital basis it is bounded, and a bounded convex function on the whole space of coefficients would be constant. A vanishing gradient with all $\lambda>0$, as found here, establishes a local minimum.

## Values computed for the example and the checks

```
Be orbital exponents: 13, 0.030 to 1788.1 bohr^-2
occupied-virtual pairs: 22
relative error, gradient vs differences: 5.2e-06
relative error, full Hessian vs differences: 1.9e-06
relative error, H0 vs density response: 2.9e-07
E Hartree-Fock: -14.572514 hartree
E Fermi-Amaldi start: -14.530905 hartree
E OEP minimum: -14.571766 hartree = -396.518 eV
E OEP - E HF: 0.7486 millihartree
energy-only BFGS minus E OEP: 1.7e-11 hartree
iterations with H0: 11, directions kept: 7
iter 0: E-Emin 4.09e-02 hartree, max|G| 7.57e-02 hartree
iter 1: E-Emin 6.93e-04 hartree, max|G| 2.57e-02 hartree
iter 2: E-Emin 2.39e-05 hartree, max|G| 5.81e-03 hartree
iter 3: E-Emin 1.66e-06 hartree, max|G| 1.69e-03 hartree
iter 4: E-Emin 1.50e-07 hartree, max|G| 4.99e-04 hartree
iter 5: E-Emin 1.45e-08 hartree, max|G| 1.53e-04 hartree
condition number of H0: 4.44e+04
lambda of H v = lambda H0 v: 1.003 to 1.314
contraction factor: predicted 0.3139, observed 0.3139
c = 0.08 bohr^-2, b = 0.0904 hartree
c = 0.24 bohr^-2, b = -0.1858 hartree
c = 0.72 bohr^-2, b = 1.0424 hartree
c = 2.16 bohr^-2, b = -1.2004 hartree
c = 6.48 bohr^-2, b = -0.8939 hartree
c = 19.44 bohr^-2, b = 0.6776 hartree
c = 58.32 bohr^-2, b = -0.7168 hartree
v_x(0.1 bohr) = -2.8902 hartree
v_x(0.5 bohr) = -1.2434 hartree
v_x(1.0 bohr) = -0.4183 hartree
v_x(2.0 bohr) = -0.3924 hartree
v_x(4.0 bohr) = -0.2261 hartree
v_x(8.0 bohr) = -0.1244 hartree
r*v_x at 15 bohr: -1.00000 hartree bohr
E_x from orbitals: -2.66524 hartree
E_x from virial integral: -2.66600 hartree
OEP levels 1s, 2s, 3s: -4.1239, -0.2975, -0.0733 hartree
HF levels 1s, 2s, 3s: -4.7325, -0.3093, 0.0787 hartree
OEP 2s level: -8.095 eV
<2s|F|2s> with OEP orbitals: -0.3092 hartree
He: max|G| at b=0: 4.5e-12 hartree, E = -2.861665 hartree
tiny basis: pairs 2, E HF -13.976028 hartree
tiny basis: E start - E HF 1.85e-02 hartree
tiny basis: |E OEP - E HF| 1.1e-14 hartree
dense set: 13 functions, smallest/largest H0 eigenvalue 5.9e-14
dense, cutoff 1e-04: kept 6, iterations 11, E-E_HF 0.8331 millihartree
   max|b| 0.65 hartree, final G.H0^-1.G 5.5e-14 hartree
dense, cutoff 1e-07: kept 9, iterations 11, E-E_HF 0.5721 millihartree
   max|b| 2.06 hartree, final G.H0^-1.G 1.3e-14 hartree
```
